# Zero-energy scattering and threshold capture in the r⁻⁴ ion–atom potential

An ion of charge $e$ and a neutral atom without permanent moments collide slowly. Their reduced mass is $\mu$ and the static dipole polarizability of the atom is $\alpha$. In atomic units the ion produces the field $1/r^2$ at the atom, and the induction energy is $-\tfrac12\alpha(1/r^2)^2$. Outside a small core, $r>r_m$, the interaction is therefore taken to be

$$V(r)=-\frac{C_4}{r^4},\qquad C_4=\frac{\alpha}{2}\ \text{(atomic units)}.$$

The particles are distinguishable, and spin and shorter-ranged tails such as $r^{-6}$ are left out. The core may scatter elastically, or it may remove particles by reaction or charge transfer. The problem asks how the core and the tail together fix the scattering at threshold, and how quantum capture compares with classical capture.

## (a) The wave function at zero energy

**Question.** Write the radial equation with a single length $\beta$ for the tail. Solve it at $E=0$, first for the s wave and then for any angular momentum $l$.

**Solution.** Put $\psi=u(r)Y_{lm}/r$ and $E=\hbar^2k^2/2\mu$. Multiplying the radial Schrödinger equation by $-2\mu/\hbar^2$ gives

$$u''+\left[k^2+\frac{\beta^2}{r^4}-\frac{l(l+1)}{r^2}\right]u=0,\qquad \beta=\frac{\sqrt{2\mu C_4}}{\hbar}.$$

In atomic units $\beta=\sqrt{\mu\alpha}$.

For $k=0$, $l=0$, set $u=r f(y)$ with $y=1/r$, so that $dy/dr=-1/r^2$. Then

$$u'=f-\frac{f'}{r},\qquad u''=-\frac{f'}{r^2}+\frac{f'}{r^2}+\frac{f''}{r^3}=\frac{f''}{r^3}.$$

The tail term is $\beta^2 f/r^3$. The equation becomes $f''+\beta^2f=0$, and its general real solution is, up to normalization,

$$u(r)=r\sin\left(\frac{\beta}{r}+\varphi\right).$$

The tail leaves the short-range phase $\varphi$ open; an elastic core sets it. A core that removes particles requires a complex combination of $re^{i\beta/r}$ and $re^{-i\beta/r}$, which solve the same equation.

For any $l$, set $u=\sqrt r\,g(x)$ with $x=\beta/r$. Two differentiations give

$$u'=\frac{g}{2r^{1/2}}-\frac{\beta g'}{r^{3/2}},\qquad u''=r^{-3/2}\left[x^2g''+xg'-\tfrac14g\right].$$

The other terms contribute $r^{-3/2}[x^2-l(l+1)]g$. Since $l(l+1)+\tfrac14=(l+\tfrac12)^2$,

$$x^2g''+xg'+\left[x^2-\nu^2\right]g=0,\qquad \nu=l+\tfrac12.$$

This is Bessel's equation, so $u=\sqrt r\,Z_\nu(\beta/r)$ with $Z_\nu$ any Bessel function of order $\nu$.

## (b) The scattering length

**Question.** Find the scattering length $a$ as a function of $\varphi$, and discuss its sign and its singularities.

**Solution.** Far outside the tail the s wave is $\sin(kr+\delta)$. For $kr\ll1$ this is

$$\sin\delta+kr\cos\delta\ \propto\ r+\frac{\tan\delta}{k}.$$

With $a=-\lim_{k\to0}\tan\delta/k$, the zero-energy function must approach a multiple of $r-a$. Expand the solution of (a) for $r\gg\beta$:

$$r\sin\left(\frac\beta r+\varphi\right)=r\sin\varphi+\beta\cos\varphi-\frac{\beta^2\sin\varphi}{2r}+\dots$$

The third term vanishes as $r\to\infty$, so the scattering length is well defined. Dividing the first two by $\sin\varphi$ gives $r+\beta\cot\varphi$, hence

$$a=-\beta\cot\varphi .$$

Only $\varphi$ modulo $\pi$ matters. For $0<\varphi<\pi/2$ the length is negative, and for $\pi/2<\varphi<\pi$ it is positive, although the tail is attractive in both cases. At $\varphi=\pi/2$ it is zero. When $\varphi$ is a multiple of $\pi$ the linear term is absent, $u$ levels off at a constant, and $a$ diverges. The tail supplies the scale $\beta$, but it fixes neither the sign nor the size of $a$.

## (c) The phase supplied by the core

**Question.** Express $\varphi$ through the logarithmic derivative $L=u'/u$ at $r_m$. Then estimate it semiclassically for a deep, smooth well with a repulsive inner wall.

**Solution.** Let $\theta=\beta/r_m+\varphi$. Differentiating $r\sin(\beta/r+\varphi)$ gives $u'=\sin\theta-(\beta/r_m)\cos\theta$ at $r_m$. Dividing by $u=r_m\sin\theta$,

$$L=\frac1{r_m}-\frac{\beta}{r_m^2}\cot\theta
\quad\Longrightarrow\quad
\cot\left(\frac{\beta}{r_m}+\varphi\right)=\frac{r_m-Lr_m^2}{\beta}.$$

This holds at zero energy for any elastic core outside which the tail is purely $r^{-4}$.

For the estimate, let $q(r)=\sqrt{-2\mu V}/\hbar$ be the local wave number at $E=0$ and $r_{\rm in}$ the inner turning point, where $V$ crosses zero linearly. The WKB function that decays into the wall is

$$u\propto q^{-1/2}\cos\left(\int_{r_{\rm in}}^{r}q\,dr'-\frac\pi4\right).$$

In the tail $q=\beta/r^2$, so $q^{-1/2}\propto r$. With $\Phi=\int_{r_{\rm in}}^\infty q\,dr$, the integral up to $r$ is $\Phi-\beta/r$. Since the cosine is even and $\cos z=\sin(z+\pi/2)$,

$$u\propto r\cos\left(\frac\beta r-\Phi+\frac\pi4\right)=r\sin\left(\frac\beta r-\Phi+\frac{3\pi}4\right).$$

Thus $\varphi\approx3\pi/4-\Phi$. Because $\cot(\pi/2-z)=\tan z$ with $z=\Phi-\pi/4$,

$$a\approx-\beta\tan\left(\Phi-\frac\pi4\right).$$

In the tail this WKB form coincides with the exact solution of (a), so the error comes from the core region. As a case, take $q^2=(\beta^2/r^4)[1-(r_{\rm in}/r)^4]$, which has an $r^{-8}$ wall. Direct integration shows a phase error of about 0.004 rad for $r_{\rm in}=0.05\beta$ and 0.0015 rad for $0.02\beta$, where $\Phi$ is 17.5 and 43.7 rad. A small phase error still becomes a large error in $a$ near a pole of the tangent.

## (d) Complete absorption at the core

**Question.** Suppose that nothing which reaches the core returns. Find the complex scattering length, the capture cross section and the rate coefficient as $k\to0$.

**Solution.** With the time factor $e^{-iEt/\hbar}$, the radial current is $(\hbar/\mu)\,\mathrm{Im}(\psi^*\psi')$. For $u=re^{i\beta/r}$ we have $\psi=e^{i\beta/r}$ apart from a constant, and

$$\mathrm{Im}(\psi^*\psi')=-\frac{\beta}{r^2}.$$

The negative sign shows that $e^{i\beta/r}$ is a wave running inward. A returning wave would add a term in $e^{-i\beta/r}$, and none is present, so this is the solution for complete absorption. At large $r$ it becomes $u\to r+i\beta$. Comparison with $r-a$ gives

$$a=-i\beta .$$

To find the loss, write the outer s wave as $e^{-ikr}-Se^{ikr}$. In the overlap region $\beta\ll r\ll1/k$, which exists if $k\beta\ll1$, it is

$$(1-S)-ikr(1+S)\ \propto\ r+\frac{i(1-S)}{k(1+S)}.$$

The constant must equal $-a$. Hence $1-S=ika(1+S)$, and

$$S=\frac{1-ika}{1+ika}=\frac{1-k\beta}{1+k\beta},\qquad
P_0=1-|S|^2=\frac{4k\beta}{(1+k\beta)^2}\to4k\beta .$$

The matching justifies the leading term. Since $S\to1$ as $k\to0$, almost all of the wave is turned back, although the potential has no barrier.

The s-wave part of a unit plane wave is $\sin kr/(kr)$, whose ingoing part has amplitude $1/(2kr)$. With speed $v=\hbar k/\mu$ it carries the inward flux $4\pi r^2v/(4k^2r^2)=\pi v/k^2$. Therefore

$$\sigma=\frac{\pi}{k^2}P_0\to\frac{4\pi\beta}{k},\qquad
\mathcal R=v\sigma\to\frac{4\pi\hbar\beta}{\mu}.$$

There is a second route. The function $\psi=e^{i\beta/r}$ tends to 1, which is unit incident density. Its total inward flux is $4\pi r^2(\hbar/\mu)(\beta/r^2)=4\pi\hbar\beta/\mu$, the same rate.

## (e) Higher partial waves

**Question.** Find the threshold law of the capture probability $P_l$ for the same absorbing core, and decide which waves contribute to the rate as $k\to0$.

**Solution.** For large $x$ the Hankel function $H^{(1)}_\nu(x)$ varies as $e^{ix}/\sqrt x$, so $u=\sqrt r\,H^{(1)}_\nu(\beta/r)$ is the inward wave. In $u'$ the derivative of $\sqrt r$ gives a real multiple of $u$ and no current. The Wronskian $J_\nu Y_\nu'-J_\nu'Y_\nu=2/(\pi x)$ gives

$$-\mathrm{Im}(u^*u')=\frac{\beta}{r}\,\frac{2}{\pi x}=\frac2\pi .$$

For $r\gg\beta$, $|H^{(1)}_\nu(x)|\to\Gamma(\nu)(2/x)^\nu/\pi$. To leading order this joins the regular free wave $A\sqrt r\,J_\nu(kr)$, which for small $kr$ is $A\sqrt r\,(kr/2)^\nu/\Gamma(\nu+1)$. Equating the coefficients of $r^{\nu+1/2}$,

$$|A|=\frac{\Gamma(\nu)\Gamma(\nu+1)}{\pi}\left(\frac{4}{k\beta}\right)^{\nu}.$$

At large $r$ the free wave is $A\sqrt{2/(\pi k)}$ times a cosine. Its ingoing half has amplitude $\tfrac12|A|\sqrt{2/(\pi k)}$ and, in the same units, flux $k|A|^2/(2\pi k)=|A|^2/(2\pi)$. The probability is the ratio of the two fluxes:

$$P_l=\frac{2/\pi}{|A|^2/2\pi}=\frac4{|A|^2}\to\frac{4\pi^2}{[\Gamma(\nu)\Gamma(\nu+1)]^2}\left(\frac{k\beta}{4}\right)^{2l+1}.$$

For $l=0$, $\Gamma(\tfrac12)\Gamma(\tfrac32)=\pi/2$ gives $P_0=16(k\beta/4)=4k\beta$, as in (d). For $l=1$ the result is $\tfrac49(k\beta)^3$. The rate from wave $l$ is proportional to $(2l+1)P_l/k\propto k^{2l}$, so the s wave alone survives at threshold.

## (f) Classical capture

**Question.** Find the cross section and rate for classical particles that are lost when they reach the centre. Compare them with (d).

**Solution.** A particle with energy $E$ and impact parameter $b$ has the radial kinetic energy

$$T_r=E-\frac{Eb^2}{r^2}+\frac{C_4}{r^4}.$$

With $s=1/r^2$ this is a parabola in $s$. Its minimum lies at $s=Eb^2/(2C_4)$ and has the value $E-E^2b^4/(4C_4)$. The particle reaches the centre if this is positive, that is, if $b<b_c$ with $b_c^2=2\sqrt{C_4/E}$. Since $C_4=\hbar^2\beta^2/2\mu$ and $E=\hbar^2k^2/2\mu$, the root equals $\beta/k$, and

$$\sigma_{\rm L}=\pi b_c^2=\frac{2\pi\beta}{k},\qquad
\mathcal R_{\rm L}=\frac{2\pi\hbar\beta}{\mu}.$$

This is the Langevin rate. It is independent of energy and, because $\beta\propto\hbar^{-1}$, free of $\hbar$. The quantum threshold rate of (d), the Vogt–Wannier limit, is twice as large:

$$\frac{\mathcal R}{\mathcal R_{\rm L}}\to2\qquad(k\beta\to0,\ \text{complete absorption}).$$

The classical count uses angular momenta up to $\hbar kb_c=\hbar\sqrt{2k\beta}$, which is far below $\hbar$ at threshold, so a classical sum over orbits has no justification there. Summing the computed $P_l$ over $l$ shows the passage between the regimes:

| $k\beta$ | $P_0$ | $\sigma/\sigma_{\rm L}$ |
|---|---|---|
| 0.001 | 0.0040 | 1.996 |
| 0.01 | 0.0392 | 1.960 |
| 0.1 | 0.323 | 1.622 |
| 1 | 0.935 | 1.013 |
| 10 | 1.000 | 1.001 |

At $k\beta=1$ the s wave supplies $P_0/(2k\beta)=0.47$ of the Langevin value, and higher waves supply the remaining 0.55. The approach to 1 is not monotonic. Between the rows of the table the ratio falls to about 0.95 near $k\beta=0.64$, rises to about 1.05 near $k\beta=1.3$, and then oscillates about 1 with decreasing amplitude as further partial waves begin to contribute. The row $k\beta=10$ lies next to a crossing of 1; the neighbouring extrema are 0.984 near $k\beta=8.9$ and 1.014 near $k\beta=11.1$.

## (g) A core that reflects in part

**Question.** Is the rate of (d) an upper bound? Let the core return a wave of relative amplitude $\rho$, with $|\rho|<1$.

**Solution.** The zero-energy function is now

$$u=r\left(e^{i\beta/r}+\rho e^{-i\beta/r}\right)\to(1+\rho)r+i\beta(1-\rho),$$

so that

$$a=-i\beta\,\frac{1-\rho}{1+\rho}.$$

The formula for $S$ in (d) gives $S\approx1-2ika$, hence $P_0\approx-4k\,\mathrm{Im}\,a$. Relative to complete absorption the threshold rate is

$$F=\mathrm{Re}\,\frac{1-\rho}{1+\rho}=\frac{1-|\rho|^2}{|1+\rho|^2}.$$

As the phase of $\rho$ varies, $|1+\rho|$ runs from $1-|\rho|$ to $1+|\rho|$. Therefore

$$\frac{1-|\rho|}{1+|\rho|}\le F\le\frac{1+|\rho|}{1-|\rho|}.$$

The answer is no: the word "limit" refers to low energy. For $\rho=-0.5$ the rate is three times that of the perfect absorber, and for $\rho=+0.5$ it is one third. To see why, divide $u$ by $1+\rho$, so that $\psi\to1$ far out. The inward wave then has the amplitude $1/(1+\rho)=1-\rho+\rho^2-\dots$, in which each further term stands for one more return from the core followed by a reflection from the tail with amplitude $-1$. For $\rho=-0.5$ all terms add in phase and the amplitude is 2 instead of 1; the net inward flux is $2^2(1-0.25)=3$ times that of the perfect absorber.

The series $(1-\rho)/(1+\rho)=1+2\sum_{n\ge1}(-\rho)^n$ shows that the average of $F$ over the phase of $\rho$ is 1, since every power of $\rho$ averages to zero. The Vogt–Wannier value is thus the mean over cores of equal reflectivity and uniformly spread phase, in the limit $k\to0$ at fixed $|\rho|<1$. At finite $k$ the mean is lower: for $|\rho|=0.9$ and $k\beta=0.01$ it is about 0.84 of the threshold value.

For an elastic core, $\rho=-e^{-2i\varphi}$ restores $a=-\beta\cot\varphi$, and $F=0$ wherever $a$ is finite. Near $\rho=-1$ the length $|a|$ is large, and the threshold formulas then need $k|a|\ll1$ as well as $k\beta\ll1$.

## (h) Numbers for a model system

**Question.** Take the round model values $\alpha=200$ atomic units and $\mu=20$ u. Find $\beta$, the energy scale of the threshold regime, the range of scattering lengths and the two capture rates.

**Solution.** The reduced mass is 36457.8 electron masses, so

$$\beta=\sqrt{36457.8\times200}=2700\ \text{bohr}\quad(143\ \text{nm}).$$

The energy at which $k\beta=1$ is

$$E^*=\frac1{2\mu\beta^2}=\frac{1}{2\times36457.8\times(2700.3)^2}=1.88\times10^{-12}\ \text{hartree},$$

or 0.594 μK after division by Boltzmann's constant.

For an elastic core, $\varphi=\pi/8$ gives $a=-2700.3\times2.414=-6519$ bohr, and $\varphi=7\pi/8$ gives $+6519$ bohr. At $\pi/4$ and $3\pi/4$ the values are $-2700$ and $+2700$ bohr. Predicting $a$ therefore requires the core phase to a small fraction of $\pi$, even when $\alpha$ is well known.

With $\hbar=1$ and $\beta/\mu=\sqrt{\alpha/\mu}$, the Langevin rate is

$$\mathcal R_{\rm L}=2\pi\sqrt{\frac{200}{36457.8}}=0.4654\ \text{a.u.}=2.85\times10^{-9}\ \text{cm}^3/\text{s}.$$

For complete absorption the threshold rate is 0.9307 a.u., or $5.70\times10^{-9}$ cm³/s.

The energy needed to see the doubling is very low. Since $E=(k\beta)^2E^*$, the row $k\beta=0.1$ of the table belongs to $0.01\times0.594$ μK, about 5.9 nK, where the ratio is still 1.62. The ratio 1.96 requires about 0.06 nK. At $E^*$ itself the cross section is 1.3 % above the Langevin value, but only because the ratio has just passed through 1, at $k\beta\approx0.94$; around this energy it departs from 1 by up to about 5 %. These are sharp collision energies, not temperatures of a thermal gas.

The numerical output below also compares the scattering-length formula, the threshold laws of (e) and the factor $F$ with direct integration of the radial equation.

## Computed results

```
Square-well core of radius 0.1 beta, lengths in units of beta
 kappa*beta=105: phi=1.4330 rad, a formula=-0.1387, a direct=-0.1387, -tan(delta)/k at k*beta=0.001: -0.1377
 kappa*beta=115: phi=0.3618 rad, a formula=-2.6421, a direct=-2.6420, -tan(delta)/k at k*beta=0.001: -2.6410
 kappa*beta=125: phi=2.6192 rad, a formula=1.7369, a direct=1.7370, -tan(delta)/k at k*beta=0.001: 1.7380
Repulsive r^-8 core, inner turning point r_in, lengths in beta
 r_in=0.05: Phi=17.4804 rad, a WKB=-1.5138, a direct=-1.5015, phase error=0.00376 rad
 r_in=0.02: Phi=43.7010 rad, a WKB=1.8130, a direct=1.8194, phase error=0.00151 rad
Fully absorbing core: s-wave probability P0 and total cross section
 k*beta=0.001: P0=0.003992, P0/(4 k beta)=0.9980, sigma/sigma_Langevin=1.9960
 k*beta=0.01: P0=0.039189, P0/(4 k beta)=0.9797, sigma/sigma_Langevin=1.9595
 k*beta=0.1: P0=0.323008, P0/(4 k beta)=0.8075, sigma/sigma_Langevin=1.6218
 k*beta=1: P0=0.935092, P0/(4 k beta)=0.2338, sigma/sigma_Langevin=1.0134
 k*beta=10: P0=0.999972, P0/(4 k beta)=0.0250, sigma/sigma_Langevin=1.0006
 (1 - P0/(4 k beta))/(k beta) at k*beta=0.001: 2.006
 l=1, k*beta=0.01: P direct=4.4450e-07, threshold law=4.4444e-07
 l=2, k*beta=0.01: P direct=1.9754e-13, threshold law=1.9753e-13
Partly reflecting core: rate divided by fully absorbing threshold rate
 rho=0.5+0.0j: formula=0.3333, direct at k*beta=0.001: 0.3331
 rho=-0.5+0.0j: formula=3.0000, direct at k*beta=0.001: 2.9821
 rho=0.0+0.5j: formula=0.6000, direct at k*beta=0.001: 0.5993
 average over the phase of rho at |rho|=0.5: 1.0000
Classical test, E=0.7, C4=1.3 (arbitrary units): b_c numeric=1.650921, formula=1.650921
Worked example (model parameters)
 alpha=200 a.u., mu=20 u = 36457.8 electron masses
 C4=100 a.u., beta=2700.3 bohr = 142.89 nm
 energy at k*beta=1: 1.8809e-12 hartree, over k_B: 0.5939 microkelvin
 phi=1*pi/8: a=-6519.1 bohr
 phi=2*pi/8: a=-2700.3 bohr
 phi=4*pi/8: a=-0.0 bohr
 phi=6*pi/8: a=2700.3 bohr
 phi=7*pi/8: a=6519.1 bohr
 Langevin rate: 0.46537 a.u. = 2.8509e-09 cm^3/s
 Langevin rate computed in SI: 2.8509e-09 cm^3/s
 Threshold capture rate: 0.93074 a.u. = 5.7019e-09 cm^3/s
```
